# Accessible Porosity from Empty-Film, Filled-Film and Liquid Refractive Indices

A porous dielectric film lies on a substrate in an evacuated cell, and its refractive index is measured by ellipsometry. Vapour is then admitted until liquid has condensed in every pore it can reach, and the index is measured again. It has risen because vacuum has been replaced by polarizable liquid. The pore volume is wanted, but the index of the solid skeleton is unknown: a skeleton deposited as a porous film need not have the index of a dense film of similar composition. The rise in index, suitably expressed, can supply the pore volume without it.

## Result and conditions

Define the Lorentz-Lorenz function of an index $n$,

$$B(n)=\frac{n^2-1}{n^2+2}.$$

Let $n_e$, $n_f$ and $n_l$ be the indices of the empty film, the filled film and the bulk liquid, at one wavelength and with negligible absorption. Write $B_e=B(n_e)$, and similarly for the others. The accessible pore volume per film volume is

$$\boxed{\phi=\frac{B_f-B_e}{B_l}}$$

under these conditions:

- The film is optically isotropic and its polarizabilities add in the Lorentz-Lorenz sense. This is a model of the microstructure, not a general property of porous solids.
- The liquid fills all accessible pores and has its bulk density and molecular polarizability there.
- The skeleton keeps its volume and polarizability and dissolves no liquid.
- Closed pores are unchanged by the filling.

## Why polarizabilities add

Let species $i$ have $N_i$ units per volume of the whole film. Each unit acquires a dipole $p_i=4\pi\varepsilon_0\alpha_iE_{\rm loc}$, where $\alpha_i$ is its polarizability expressed as a volume. The local field $E_{\rm loc}$ differs from the macroscopic field $E$ because a unit does not act on itself and its neighbours are discrete.

To find $E_{\rm loc}$, draw a sphere around one unit, large compared with the spacing of units but small compared with the wavelength. Treat the material outside as a continuum with polarization $P$. Its inner surface carries charge density $-P\cos\theta$, with $\theta$ measured from the direction of $P$. At the centre, the component of the resulting field along $P$ is

$$\frac{1}{4\pi\varepsilon_0}\int P\cos^2\theta\,d\Omega=\frac{P}{4\pi\varepsilon_0}\,\frac{4\pi}{3}=\frac{P}{3\varepsilon_0}.$$

The sign is positive because the negative charge lies on the side towards which $P$ points.

The units inside the sphere must be added one by one. Equal dipoles of one species at positions $\mathbf r$ from the centre contribute through the tensor

$$\sum_{\mathbf r}\frac{3r_ar_b-r^2\delta_{ab}}{r^5}.$$

Its trace vanishes, since $3r^2-3r^2=0$. If the species is arranged with cubic or tetrahedral symmetry about the centre, the tensor must also be a multiple of the identity. A multiple of the identity with zero trace is zero. When this holds for every species about every occupied site,

$$E_{\rm loc}=E+\frac{P}{3\varepsilon_0}.$$

For a disordered film, the same expression is an approximation: the near-neighbour contributions are assumed to average out.

With $P=\varepsilon_0(n^2-1)E$, the local field becomes

$$E_{\rm loc}=E\left(1+\frac{n^2-1}{3}\right)=\frac{n^2+2}{3}\,E.$$

The polarization is also the sum of the dipoles per volume:

$$\varepsilon_0(n^2-1)E=4\pi\varepsilon_0\sum_iN_i\alpha_i\,\frac{n^2+2}{3}\,E.$$

Division by $\varepsilon_0E(n^2+2)$ gives

$$B(n)=\frac{4\pi}{3}\sum_iN_i\alpha_i.$$

Thus $B$, rather than $n$ or $n^2$, is additive in this model.

## Elimination of the skeleton

Let $\phi_c$ be the closed-pore fraction. The solid occupies the fraction $1-\phi-\phi_c$. If $B_s$ belongs to the pore-free solid, the number of skeletal units per film volume is this fraction of its value in that solid, so that

$$B_e=(1-\phi-\phi_c)B_s.$$

Evacuated pores contribute nothing because $B(1)=0$. Filling adds liquid at its bulk number density within the fraction $\phi$ of the film:

$$B_f=(1-\phi-\phi_c)B_s+\phi B_l=B_e+\phi B_l.$$

Subtracting $B_e$ and dividing by $B_l$ gives the boxed result. The entire skeletal term cancels, including the effect of closed pores. In this model the contrast that matters is between liquid and vacuum, so a liquid whose index matches that of the skeleton is still suitable.

The two film measurements do not determine $B_s$ and $\phi_c$ separately. They do determine a value for the wall, meaning everything outside the accessible pores:

$$B_w=\frac{B_e}{1-\phi}=\frac{1-\phi-\phi_c}{1-\phi}\,B_s.$$

To recover an index from any $B$, multiply out its definition:

$$B(n^2+2)=n^2-1\quad\Longrightarrow\quad n^2(1-B)=1+2B,$$

$$n=\sqrt{\frac{1+2B}{1-B}}.$$

Since $B$ increases with $n$, the wall index is a lower bound on the solid index within this model. The two are equal if there are no closed pores.

## Worked example

Take the round model values $n_e=1.30$, $n_f=1.45$, $n_l=1.50$ and a film thickness $d=200$ nm. Then

$$B_e=\frac{1.6900-1}{1.6900+2}=0.18699,$$

$$B_f=\frac{2.1025-1}{2.1025+2}=0.26874,$$

$$B_l=\frac{2.2500-1}{2.2500+2}=0.29412.$$

The accessible porosity is

$$\phi=\frac{0.26874-0.18699}{0.29412}=0.278.$$

The pore volume per substrate area is $\phi d=55.6$ nm, the thickness of an equivalent liquid layer. Since $1\ \mathrm{nm}=10^{-7}$ cm and $1\ \mathrm{cm^3}=10^6$ nL, this equals 5.56 nL/cm².

For the wall,

$$B_w=\frac{0.18699}{1-0.27794}=0.25897,\qquad n_w=\sqrt{\frac{1.51794}{0.74103}}=1.431.$$

This is an output of the analysis, not an input to it.

### The weak-index limit

The derivative of $B$ is

$$B'(n)=\frac{2n(n^2+2)-2n(n^2-1)}{(n^2+2)^2}=\frac{6n}{(n^2+2)^2}.$$

Near $n=1$ it equals $2/3$, so $B\simeq\frac23(n-1)$. When all three indices are close to one, the factor $2/3$ cancels and

$$\phi\simeq\frac{n_f-n_e}{n_l-1}.$$

For the example this linear estimate is $0.15/0.50=0.300$, about 8% above the Lorentz-Lorenz value. The difference comes from the curvature of $B$. Its mean slope between the two film indices is $0.08175/0.15=0.545$, whereas its mean slope from vacuum to the liquid is $0.29412/0.50=0.588$. The linear estimate treats these slopes as equal.

## Uncertainty

Differentiating the result gives

$$\frac{\partial\phi}{\partial n_f}=\frac{B'(n_f)}{B_l},\qquad
\frac{\partial\phi}{\partial n_e}=-\frac{B'(n_e)}{B_l},$$

$$\frac{\partial\phi}{\partial n_l}=-\frac{(B_f-B_e)B'(n_l)}{B_l^2}=-\frac{\phi B'(n_l)}{B_l}.$$

For small, independent errors with standard deviations $\sigma_f$, $\sigma_e$ and $\sigma_l$, the variances add:

$$\sigma_\phi^2=\frac{[B'(n_f)\sigma_f]^2+[B'(n_e)\sigma_e]^2+[\phi B'(n_l)\sigma_l]^2}{B_l^2}.$$

With 0.001 for each index, the contributions are 0.00195 from the empty film, 0.00176 from the filled film and 0.00047 from the liquid. Their root sum of squares is 0.0027, or about 1% of $\phi$. The derivatives were tested against finite differences and the combined value against random sampling.

Errors in the two film indices may be correlated because both come from the same instrument and optical model. A common shift of $+0.001$ changes $\phi$ by about $0.00176-0.00195=-0.0002$, much less than either error alone. If a covariance matrix $C$ is available, use $\sigma_\phi^2=J C J^{\mathsf T}$, where $J$ is the row of the three derivatives. The uncertainty of $\phi d$ also requires the error in $d$ and its correlation with the indices.

## Incomplete filling and altered liquid density

Suppose the polarizability per accessible pore volume is $g$ times that of bulk liquid. The added term is then $g\phi B_l$, and the formula returns

$$\phi_{\rm app}=g\phi.$$

In the additive model, incomplete filling and a changed liquid density both enter through $g$, so these two index measurements cannot distinguish them. The coupled-dipole calculation described below was run for a true fraction of 0.25, with the polarizability of every liquid site reduced by the factor $g=0.95$. It returned 0.2375, as the formula predicts. Partial filling was not simulated.

## Swelling

Let the film volume grow by a factor $s$ on filling. For a film held laterally by its substrate, $s$ is the ratio of filled to empty thickness. Let $v$ be the volume of liquid taken up per **original** film volume. The skeletal units are conserved but diluted by $1/s$, and the liquid fraction of the swollen film is $v/s$. If their polarizabilities are unchanged,

$$B_f=\frac{B_e}{s}+\frac{v}{s}B_l
\quad\Longrightarrow\quad
v=\frac{sB_f-B_e}{B_l}.$$

Relative to the rigid formula, the uptake increases by

$$v-\frac{B_f-B_e}{B_l}=(s-1)\frac{B_f}{B_l}.$$

If the film in the example had thickened by 1%, this would be $0.01\times0.26874/0.29412=0.0091$, giving $v=0.287$. The change is more than three times the random uncertainty found above, so the thickness should be fitted in both states.

Uptake is not necessarily the original pore volume. Suppose that the solid and closed-pore volumes stay fixed, no liquid dissolves in the solid, and all the added film volume becomes liquid-filled pore space. Then $v=\phi_0+(s-1)$, where $\phi_0$ is the original accessible porosity. Hence

$$\phi_0=v-(s-1)=\frac{B_f-B_e}{B_l}-(s-1)\left(1-\frac{B_f}{B_l}\right).$$

In the example $\phi_0=0.287-0.010=0.277$, close to the rigid value because $B_f$ is close to $B_l$. The swelling correction is therefore large for the liquid uptake and small for the original porosity under these assumptions. If liquid dissolves in the skeleton, $v$ includes it and this conversion fails.

## Testing the additivity assumption

The local-field argument was tested by solving for interacting dipoles on a periodic lattice, with their fields summed directly rather than replaced by the Lorentz field. Four interpenetrating face-centred cubic sublattices held skeleton, liquid, skeleton and closed void. The accessible fraction was 0.25, and every site had the symmetry required above.

With solid indices of 1.45 and 1.80, the porosity formula returned 0.25000 in both cases. The predicted wall value was also recovered. For a cubic expansion with $s=1.05$, the swelling formula returned the correct uptake of 0.25000, while the rigid formula gave 0.21634. This tests the volume balance for isotropic expansion. A film that expands in thickness alone may also lose the site symmetry, an effect this test does not include.

The same sites were then refilled in layers one atomic plane thick, in the repeating order skeleton, skeleton, liquid, empty. The composition was unchanged, but the near-neighbour fields no longer cancelled. The formula gave 0.231 for a field in the plane of the layers and 0.280 for a field normal to them, errors of $-8\%$ and $+12\%$ relative to the true fraction. These sizes and signs belong to this stacking: the order skeleton, liquid, skeleton, empty gives 0.273 in the plane and 0.214 normal to it. Arrangement alone can therefore bias the result in either direction.

### Spherical pores enclosed by solid

A second case replaces individual dipoles by continuous regions. Consider a spherical pore of permittivity $\varepsilon_p$ inside a solid shell of permittivity $\varepsilon_s=n_s^2$. For liquid to reach the pore, the shell must be pierced by channels; they are assumed narrow enough that their volume and their effect on the field can be neglected. Let the outer radius be 1 and the pore radius $c$, with $c^3=\phi$. Choose the permittivity $\varepsilon$ of the surrounding medium so that the coated sphere leaves a uniform external field $E$ undisturbed. Space filled with such spheres of many sizes then has effective permittivity $\varepsilon$, provided that they are small compared with the wavelength.

Apart from a common factor $\cos\theta$, the potentials are $Ar$ in the pore, $Dr+F/r^2$ in the shell and $-Er$ outside. Continuity of potential and normal displacement at $r=c$ requires

$$A=D+\frac{F}{\phi},\qquad
\varepsilon_pA=\varepsilon_s\left(D-\frac{2F}{\phi}\right).$$

Eliminating $A$ and collecting terms gives

$$\frac{F}{\phi}(\varepsilon_p+2\varepsilon_s)=-D(\varepsilon_p-\varepsilon_s),$$

$$F=-\phi\beta D,\qquad
\beta=\frac{\varepsilon_p-\varepsilon_s}{\varepsilon_p+2\varepsilon_s}.$$

At $r=1$ the same two conditions are

$$-E=D+F=D(1-\phi\beta),$$

$$-\varepsilon E=\varepsilon_s(D-2F)=\varepsilon_sD(1+2\phi\beta).$$

Their ratio is the Maxwell Garnett formula for pores in a solid host:

$$\varepsilon=\varepsilon_s\frac{1+2\phi\beta}{1-\phi\beta}.$$

It was tested against a numerical solution of the boundary conditions for a coated sphere in vacuum.

Now take $\phi=0.30$, $n_s=1.45$ and $n_l=1.50$. Setting $\varepsilon_p=1$ and then $\varepsilon_p=n_l^2$ gives film indices of 1.3136 and 1.4649. Treating these as measurements, the additive formula infers

$$\phi_{\rm app}=\frac{0.27642-0.19477}{0.29412}=0.278,$$

which is 7.5% below the true porosity. This error of 0.022 is about eight times the random uncertainty in the worked example. In this case the linear estimate, $0.1513/0.50=0.303$, happens to lie closer; one case does not establish it as the better rule.

The low-porosity limit shows how the skeletal index returns. To first order in $\phi$, $\varepsilon\simeq\varepsilon_s(1+3\phi\beta)$. Also, $dB/d\varepsilon=3/(\varepsilon+2)^2$. With $\varepsilon_l=n_l^2$, the difference between the liquid-filled and empty values of $\beta$ is

$$\Delta\beta=\frac{3\varepsilon_s(\varepsilon_l-1)}{(\varepsilon_l+2\varepsilon_s)(1+2\varepsilon_s)}.$$

Therefore $B_f-B_e\simeq9\varepsilon_s\phi\,\Delta\beta/(\varepsilon_s+2)^2$, and division by $B_l=(\varepsilon_l-1)/(\varepsilon_l+2)$ gives

$$\frac{\phi_{\rm app}}{\phi}\to
\frac{27\varepsilon_s^2(\varepsilon_l+2)}
{(\varepsilon_s+2)^2(\varepsilon_l+2\varepsilon_s)(1+2\varepsilon_s)}.$$

The ratio tends to one as $\varepsilon_s\to1$, but otherwise depends on the skeleton. For $n_l=1.50$ it is 1.02, 0.90, 0.67 and 0.37 at $n_s=1.10$, 1.45, 1.80 and 2.40, so for enclosed pores in a high-index skeleton the additive formula can underestimate the porosity by a third or more. The formula needs no skeletal index as an input; its accuracy can still depend on that index when additivity fails.

## Procedure for use

1. Fit the index and thickness of the evacuated film, then of the filled film, at the same wavelength. Model any liquid layer on top of the film separately, since it is not pore liquid.
2. Use the bulk-liquid index at that wavelength and at the measurement temperature.
3. Calculate $\phi$ from the three $B$ values. If the thickness changed, calculate $v$ and state which volume is being reported.
4. Propagate the index errors with their covariance where it is known.
5. Report the microstructural assumption separately. Repeated measurements reduce random error but not the bias from a failure of additivity. If the pore geometry is known, a suitable effective-medium model can estimate that bias. For the coated spheres above, with no closed pores and a known liquid index, the Maxwell Garnett formula written for the empty and the filled film gives two equations for the two unknowns $\phi$ and $n_s$. The skeletal index is then a result of the fit and need not be known beforehand.

The numerical output below gives the values to more digits than a measurement with these uncertainties would support.

## Table of computed values

```
WORKED EXAMPLE (chosen model parameters)
Empty-film index: 1.300 (dimensionless)
Filled-film index: 1.450 (dimensionless)
Bulk-liquid index: 1.500 (dimensionless)
Film thickness: 200.0 nm
B empty: 0.186992 (dimensionless)
B filled: 0.268739 (dimensionless)
B liquid: 0.294118 (dimensionless)
B filled minus B empty: 0.081747 (dimensionless)
Accessible porosity: 0.27794 (volume fraction)
Accessible porosity: 27.79 percent
Pore volume per area: 55.59 nm
Pore volume per area: 5.559 nL/cm^2
B wall: 0.258970 (dimensionless)
Wall index, closed pores included: 1.4312 (dimensionless)
Linear-index estimate: 0.3000 (volume fraction)
Each index uncertainty: 0.0010 (dimensionless)
Porosity error from empty index: 0.00195 (fraction)
Porosity error from filled index: 0.00176 (fraction)
Porosity error from liquid index: 0.00047 (fraction)
Combined porosity uncertainty: 0.00267 (fraction)
Sampled porosity uncertainty: 0.00267 (fraction)
Example thickness ratio: 1.010 (dimensionless)
Uptake with that swelling: 0.28708 (original volume)
Change from rigid result: 0.00914 (fraction)
COUPLED-DIPOLE TESTS
True accessible fraction: 0.25000 (fraction)
Recovered, skeleton index 1.45: 0.25000 (fraction)
Recovered, skeleton index 1.80: 0.25000 (fraction)
Confined-density factor: 0.95 (dimensionless)
Recovered at that density: 0.23750 (fraction)
Test swelling ratio: 1.050 (dimensionless)
Swelling-corrected uptake: 0.25000 (original volume)
Uncorrected result: 0.21634 (fraction)
Layers, field in plane: 0.23095 (fraction)
Layers, field normal: 0.28048 (fraction)
SPHERICAL PORES ENCLOSED BY SKELETON
Skeleton index: 1.450 (dimensionless)
Liquid index: 1.500 (dimensionless)
True porosity: 0.30000 (fraction)
Empty effective index: 1.31364 (dimensionless)
Filled effective index: 1.46494 (dimensionless)
Porosity inferred by additivity: 0.27760 (fraction)
Relative bias: -7.47 percent
```
